Repeat interval of aligned resonances in a two-ring tunable laser

**Problem**

A tunable laser contains two silicon ring filters in series. Each ring passes light near its own resonances, which form a comb of equally spaced frequencies. The spacing, called the free spectral range, is F1 = 200 GHz for ring 1 and F2 = 210 GHz for ring 2. At one frequency, near a wavelength of 1550 nm, a resonance of ring 1 coincides with a resonance of ring 2.

(a) How far away in frequency is the next exact coincidence?

(b) For which pairs of spacings does F1F2/|F2 − F1| give the answer?

(c) How does the coincidence move when one ring is tuned?

(d) What changes when the resonances have a finite width, and when the spacings are not perfectly constant?

Frequencies ν are measured from the given coincidence unless stated otherwise. Both spacings are taken as constant until part (d).

**A tempting solution**

The second comb has the wider spacing, so it runs ahead of the first by

F2 − F1 = 210 − 200 = 10 GHz

at each order. The combs match again when the accumulated slip equals one spacing of ring 1, which takes

200/10 = 20 orders.

The spacing of ring 1 is 200 GHz, so the coincidence repeats after

20 × 200 GHz = 4000 GHz.

**Where it fails**

List the resonances near 4000 GHz. Ring 1 has one there, since 4000 = 20 × 200. Ring 2 has resonances at 19 × 210 = 3990 GHz and 20 × 210 = 4200 GHz, and none between. The combs miss each other by 10 GHz, so 4000 GHz is not a coincidence.

The slip argument is sound up to its last line. After 20 orders, resonance 20 of ring 2 is 200 GHz above resonance 20 of ring 1. It therefore lies on the next resonance of ring 1, number 21. The meeting place is the position of resonance 20 of ring 2, and that position is 20 × 210 GHz. The faulty line multiplied the right number of orders by the spacing of the wrong ring.

**(a) The repeat interval**

A coincidence at ν > 0 requires positive integers m1 and m2 with

ν = m1F1 = m2F2.

Inserting the spacings and dividing by 10 GHz gives

20 m1 = 21 m2.

The number 20 divides the left side, so it divides 21 m2. Since 20 and 21 have no common factor, 20 must divide m2. The smallest choice is m2 = 20, and then m1 = 21. The repeat interval is

V = 21 × 200 GHz = 20 × 210 GHz = 4200 GHz = 4.2 THz.

To express this in wavelength, use the carrier frequency ν0 = c/λ = 193.41 THz at λ = 1550 nm. The coincidence at the lower frequency ν0 − V has wavelength c/(ν0 − V), so its distance from λ is

λ(V/ν0)/(1 − V/ν0) = 34.4 nm.

On the other side the denominator is 1 + V/ν0, and the distance is 32.9 nm. The two differ because equal steps in frequency are unequal steps in wavelength. In this ideal model the filters alone do not choose between these coincidences. The gain of the laser has to favour one of them over its neighbours, 33 to 34 nm away.

**(b) When the difference formula is right**

Let g be the greatest common divisor of the two spacings, and write

F1 = g a, F2 = g b,

where a and b are integers without a common factor and b > a. The coincidence condition becomes m1a = m2b. By the argument used above, the smallest solution is m2 = a, m1 = b, so

V = g a b = F1F2/g.

The difference of the spacings is F2 − F1 = g(b − a). With k = b − a we have g = (F2 − F1)/k, and therefore

V = k F1F2/(F2 − F1).

The familiar formula is the case k = 1, in which the spacings are in the ratio of consecutive integers. Here g = 10 GHz, a = 20 and b = 21, so k = 1 and

200 × 210/10 = 4200 GHz.

Replace ring 2 by one with a spacing of 230 GHz, and k = 3. The difference formula now gives

200 × 230/30 = 1533.3 GHz,

but the true repeat interval is three times larger, 4600 GHz. At 1533.3 GHz ring 1 is 7.667 spacings from the start and ring 2 is 6.667 spacings from it. The fractional parts agree, but neither ring is on resonance. The difference formula finds the frequency at which the round-trip phases of the two rings are again equal up to whole turns. A coincidence of resonances needs more: both phases must themselves be whole turns. For k = 1 the first condition brings the second with it.

If F1/F2 is irrational, m1F1 = m2F2 has no solution in positive integers and there is no exact repeat. What matters then is how near the combs come to each other compared with the width of a resonance. The same is true in practice when k is large. Spacings of 200 and 210.1 GHz have k = 101 and repeat exactly only after 420 200 GHz, which is more than the carrier frequency itself. Yet near 4200 GHz they miss each other by only 2 GHz.

**(c) Moving the coincidence**

Shift the whole comb of ring 2 down by 10 GHz and leave ring 1 alone. A coincidence now requires

200 m1 = 210 m2 − 10 (in GHz).

This is solved by m1 = m2 = 1, so the coincidence has moved up by 200 GHz. For a full step of ring 2, the coincidence moves farther than the comb by the factor

F1/(F2 − F1) = 20,

and in the opposite direction. The motion is a jump, not a smooth glide. For a shift between 0 and 10 GHz there is no exact coincidence. With resonances of finite width, treated in part (d), the original peak at first moves slightly down with the comb of ring 2 and weakens. At half a step the pair near 200 GHz is equally strong, and beyond that it takes over. After s full steps the condition is 200 m1 = 210 m2 − 10 s, with solution m1 = m2 = s, and the coincidence is at 200 s GHz. At s = 21 ring 2 has moved by 210 GHz, one full spacing, so its comb looks as it did at the start. The coincidence has moved by 21 × 200 = 4200 GHz, which is again V. For such a rigid shift, the repeat interval is therefore also the range over which tuning gives new frequencies.

Shifting ring 1 down instead gives 200 m1 − 10 s = 210 m2, solved by m1 = m2 = −s. The coincidence then moves down in steps of 210 GHz.

The shift can be made by heating. A ring of circumference L is resonant when a whole number m of wavelengths fits into it. In terms of the absolute frequency f and the effective index n_eff,

n_eff f L/c = m.

Neighbouring resonances differ by one in m. To first order in the frequency step F,

[d(n_eff f)/df] F L/c = 1.

The bracket equals n_eff + f dn_eff/df, which is the group index n_g. Hence

F = c/(n_g L).

With n_g = 4.2, the circumferences are 356.9 μm for ring 1 and 339.9 μm for ring 2.

Now keep m and L fixed and raise the temperature by δT. Fixing L neglects the thermal expansion of silicon, about 2.6 × 10⁻⁶ per kelvin, which would add about 3 % to the shift found below. The product n_eff f must stay constant, so its change through frequency cancels its change through temperature:

n_g δf + ν0 (dn_eff/dT) δT = 0.

For an index slope of 2.0 × 10⁻⁴ per kelvin this gives

δf/δT = −193 410 GHz × 2.0 × 10⁻⁴ K⁻¹/4.2 = −9.21 GHz/K.

Heating lowers the resonance frequencies. Near the carrier, one tuning step of ring 2 takes 10/9.21 = 1.09 K, and a shift by one full spacing takes 210/9.21 = 22.8 K. For constant n_g and index slope the shift per kelvin is proportional to the frequency. It therefore changes by about 2 % over 4.2 THz, and a heated comb does not move quite rigidly. Part (d) treats the resulting change of spacing.

**(d) Resonances of finite width**

Let each ring have two couplers, one for input and one for output, and let each transfer a fraction K = 0.1 of the power. Neglect loss for now. A wave that stays in the ring past both couplers keeps the fraction √(1 − K) of its field at each, so the field factor per round trip is ρ = 1 − K = 0.9. The phase per round trip, counted from resonance, is φ = 2πν/F. Entering and leaving the ring contribute √K each. The output field is the sum over round trips, and its magnitude is

K |1 + ρe^{iφ} + ρ²e^{2iφ} + …| = K/|1 − ρe^{iφ}|.

The squared denominator is 1 − 2ρ cos φ + ρ². Using cos φ = 1 − 2 sin²(φ/2), it becomes (1 − ρ)² + 4ρ sin²(φ/2). Since K = 1 − ρ, the transmitted fraction of the power is

T = (1 − ρ)²/[(1 − ρ)² + 4ρ sin²(πν/F)].

It falls to one half where the two terms in the denominator are equal, that is, where sin(πν/F) = (1 − ρ)/(2√ρ). The full width at half maximum is twice that frequency:

W = (2F/π) arcsin[(1 − ρ)/(2√ρ)].

This gives W1 = 6.71 GHz and W2 = 7.05 GHz.

Two resonances that miss each other by d still pass some light together. To find how much, replace the sine by its argument, which is good close to resonance, and give both rings the same width W. Each ring then transmits w²/(w² + δ²), where w = W/2 and δ is the distance from its resonance. Measure x from the midpoint between the resonances, which lie at ±h with h = d/2. The product of the two transmissions is w⁴/P, with

P = [w² + (x − h)²][w² + (x + h)²] = (x² + h² + w²)² − 4h²x².

Setting the derivative with respect to x² to zero gives 2(x² + h² + w²) − 4h² = 0, or

x² = h² − w².

If d > W, this is positive and there are two peaks. There P = (2h²)² − 4h²(h² − w²) = 4h²w², so the peak transmission is

T_peak = w²/(4h²) = W²/(4d²).

If d < W, no real x satisfies the condition. P then grows with x² from the start, and the single peak is at x = 0:

T_peak = [1 + (d/W)²]⁻².

Both expressions give 1/4 at d = W, as they must.

The pair at 200 and 210 GHz has d = 10 GHz, larger than the widths. Replacing W² by W1W2 for the slightly unequal rings,

T_peak ≈ 6.71 × 7.05/(4 × 100) = 0.118.

Summing the waves of the round trips numerically over the whole interval between coincidences gives 0.123, or −9.1 dB, for the strongest false peak. It lies 201.2 GHz from a coincidence. The numerical value is about 4 % above the estimate, which ignores the difference in width. Near 200 GHz ring 1 is almost on resonance and ring 2 transmits through its tail. Ring 2 has the wider resonance and so the stronger tail, which favours this peak over its partner near 210 GHz.

The combs look the same when counted downward from 4200 GHz, so an equal false peak lies at 4200 − 201.2 = 3998.8 GHz. The tempting answer of 4000 GHz is almost on top of it. There ring 1 is on resonance and ring 2 is 10 GHz off, and the pair transmits about 1/[1 + (20/7.05)²] = 0.11. A resonance of one ring is present, but most of the light is rejected by the other.

This also shows the price of a long repeat interval. For k = 1 the miss is d = F2 − F1 = F1F2/V, so for d > W

T_peak ≈ W1W2V²/(4F1²F2²).

With the couplers and F1 held fixed and F2 brought closer to F1, the false peak grows nearly as V². Whether a given false peak is weak enough depends on the gain and the rest of the laser cavity, which are not modelled here.

**(d) Spacings that are not constant**

Dispersion changes the group index with frequency. Suppose both rings are made of the same waveguide at the same temperature. The change in propagation constant at offset ν is then the same function for both,

q(ν) = 2πn_gν/c + ½β2(2πν)²,

where β2 is the group-velocity dispersion. A coincidence requires qL1 = 2πm1 and qL2 = 2πm2. Dividing, m1/m2 = L1/L2 = F2/F1 = 21/20, as before. Within this model the same two resonances still coincide, but at a shifted frequency V + ε. Without dispersion the required q is 2πn_gV/c, so to leading order the extra terms must cancel:

2πn_gε/c + 2π²β2V² = 0, hence ε = −πcβ2V²/n_g.

For β2 = 1 ps²/m this is −3.96 GHz. Solving the resonance conditions numerically gives −3.95 GHz and an interval of 4196.1 GHz, a change of about 0.1 %. The opposite sign of β2 would lengthen this interval. The shift ε has the same sign at −V, so with this β2 the interval toward lower frequency is lengthened instead, to about 4204 GHz.

Unequal heating is more serious, because it changes the ratio of the spacings. Suppose ring 2 alone is heated by 22.8 K, which brings its next higher resonance down to the starting frequency. If the group index has the same thermal slope as the effective index, it rises by 22.8 × 2.0 × 10⁻⁴ = 0.0046, and the spacing falls to

F2,hot = 210 × 4.2/4.2046 = 209.77 GHz.

Over 20 orders the loss of 0.228 GHz per order adds up to a miss of 4.56 GHz at the former repeat. This is less than the widths, so the single-peak formula applies:

T_peak ≈ [1 + 4.56²/(6.71 × 7.05)]⁻² = 0.483.

The numerical sum gives the same value, −3.2 dB. The next pair, at 22 × 200 = 4400 GHz and 21 × 209.772 = 4405.2 GHz, misses by 5.2 GHz and by the same formula transmits about 0.40. The one complete repeat has been replaced by two partial ones of similar strength. Which of them is stronger depends on the assumed equality of the two thermal slopes. If, for example, the group index rises 20 % faster than the effective index, the misses become about 5.5 GHz and 4.3 GHz. The same formula then gives about 0.38 near 4200 GHz and 0.52 near 4400 GHz. The two are equal when the group index rises about 7 % faster. In a real strip waveguide the equality of slopes is not to be expected. Since n_g = n_eff + f dn_eff/df, the slope of n_g exceeds that of n_eff whenever dn_eff/dT grows with frequency, as it does when the mode becomes more confined to the silicon. A rough effective-index estimate for strips 220 nm thick and 400 to 600 nm wide puts the excess between about 20 % and 90 %. At 50 % the misses are about 6.8 GHz and 2.8 GHz, and the transmissions about 0.25 and 0.73.

The difference formula shows the same sensitivity. Its logarithmic derivative with respect to F2, at fixed F1, is

1 − F2/(F2 − F1) = −F1/(F2 − F1) = −20.

The heating lowers F2 by 0.11 %, and the formula rises by about 2 %, to 200 × 209.772/9.772 ≈ 4290 GHz. This lies between the two partial peaks. It marks where the round-trip phases agree, as in part (b), and not a resonance of either ring.

Loss in the waveguide has a different effect. At 2 dB/cm, ring 1 loses 2 × 0.03569 = 0.07 dB per turn. Its width grows from 6.71 to 7.24 GHz, and the aligned peak of the two rings together falls from 1 to 0.745, or −1.28 dB. If neither the loss nor the coupling depends on frequency, every exact coincidence is weakened by the same factor and none of them moves. A partial coincidence is weakened somewhat less, because the wider resonances overlap better.

**The model and a real device**

The indices, thermal slope, dispersion and loss used here are rough typical values for silicon strip waveguides near 1550 nm, and the coupling of 0.1 is a design choice. The coupling was held constant, but that of a real directional coupler varies with frequency. Over 4.2 THz this can change the linewidths noticeably and, when there is loss, make one exact coincidence stronger than the next. The dispersion in particular depends strongly on the cross-section of the guide. One assumption that is easily broken in a real device is the fixed ratio 20:21. Small differences in waveguide width between the rings disturb it, as does heating one ring more than the other. For the numbers above, full heating of one ring leaves a miss of 4.56 GHz, about 0.1 % of 4.2 THz. That is small beside the interval but not beside a linewidth of 7 GHz, and the linewidth decides how much light passes. For a disturbance of this size, 4.2 THz is still a fair figure for the distance to the nearest strong competitor, though the strength of that competitor depends on how the rings are tuned. This size assumes equal thermal slopes of the two indices, which is a simplification and not a typical property of silicon strips. With a faster-rising group index, full heating gives a larger miss and the stronger competitor lies near 4.4 THz. About twice this change in the ratio, with ring 2 at 4400/21 = 209.52 GHz, would move the complete coincidence to 4400 GHz.

The numerical output below also lists a spacing of 199.91 GHz for ring 1, found by solving the resonance condition with an effective index (2.4 at the carrier) that varies linearly with frequency. Then n_eff f is quadratic in frequency, which lowers the first spacing by the fraction (4.2 − 2.4) × 200/(4.2 × 193 410) = 4 × 10⁻⁴. This straight line serves to confirm F = c/(n_g L). It implies a dispersion of about 10 ps²/m, ten times the value used above, and is not meant as a model of the waveguide's dispersion.

Computed values

```
free spectral range, ring 1: 200 GHz
free spectral range, ring 2: 210 GHz
difference of the two: 10 GHz
orders between alignments, ring 1 and ring 2: 21 and 20
repeat interval from the combs: 4200 GHz = 4.2 THz
F1*F2/|F2-F1|: 4200.0 GHz
counterexample, second ring: 230 GHz
  F1*F2/|F2-F1|: 1533.3 GHz
  true repeat interval: 4600 GHz
wavelength of the aligned pair: 1550 nm
carrier frequency: 193.41 THz
next alignment, longer wavelength by: 34.4 nm
next alignment, shorter wavelength by: 32.9 nm
group index (rough): 4.2
effective index (rough): 2.4
circumference, ring 1: 356.9 um
circumference, ring 2: 339.9 um
spacing solved from the phase condition, ring 1: 199.91 GHz
power coupling of each coupler: 0.1
linewidth without loss, ring 1: 6.71 GHz
linewidth without loss, ring 2: 7.05 GHz
strongest false peak: 0.123 = -9.1 dB
  its distance from an alignment: 201.2 GHz
  equal-width estimate: 0.118
tuning: ring 2 moved by 10 GHz, alignment moves by 200 GHz
thermal index slope (rough): 2.0e-04 1/K
thermal shift of a resonance: 9.21 GHz/K downward
heating for one tuning step: 1.09 K
heating for the whole tuning range: 22.8 K
dispersion beta2 (rough): 1.0 ps^2/m
repeat interval with dispersion: 4196.1 GHz
  change: -3.95 GHz, formula -3.96 GHz
free spectral range of ring 2 after full heating: 209.772 GHz
  miss at the next alignment: 4.56 GHz
  transmission there: 0.483 = -3.2 dB
  equal-width estimate: 0.483
waveguide loss (rough): 2.0 dB/cm
  linewidth with loss, ring 1: 7.24 GHz
  aligned peak of both rings: 0.745 = -1.28 dB
```
